**Interface compression from a perfectly plastic cylindrical oxide shell**

The program tests p = 2k ln(b/a), where a is the silicon/oxide interface radius, b the free outer radius, k the shear yield stress and p the interface compression. It builds the stress from a numerically differentiated velocity field and asserts that the plastic pressure is the same at two rates differing by a factor of 1000, while a Newtonian pressure scales with the rate. It also asserts the corresponding result for oxide lining a hole. A separate finite-element shell with compressible elasticity and von Mises plasticity, expanded at fixed geometry, must saturate at the same pressure and carry an axial force close to πa²p. Further assertions cover the thin elastic layer of newly formed oxide and the logarithmic rate dependence of Eyring flow. For a = 30 nm, b = 67.1 nm and k = 0.7 GPa the output gives p = 1.127 GPa, and the finer finite-element mesh also gives 1.127 GPa. With the Eyring law the pressure changes by 0.40 GPa per decade of rate, so rate independence belongs to the perfectly plastic model and not to real silica in general.

## Check in Python

```python
"""Interface compression from a perfectly plastic cylindrical oxide shell.

Result under test: p = 2 k ln(b/a), whatever the nonzero oxidation rate.
a: silicon/oxide interface radius, b: free outer radius, k: shear yield stress,
p: minus the radial stress at a. Oxide velocity is C/r (incompressible flow).
Working units: nm, s, GPa. Tension is positive.
"""
import numpy as np
from scipy.constants import Boltzmann, zero_Celsius
from scipy.integrate import quad

# Round model parameters, rough values for silicon nanowire oxidation
initial_radius = 50.0       # nm
a = 30.0                    # nm
expansion = 2.25            # oxide volume per silicon volume
k = 0.7                     # GPa
recession = 0.01            # nm/s, speed of the receding interface
celsius = 900.0
shear_modulus = 31.0        # GPa
bulk_modulus = 37.0         # GPa
viscosity = 1.0e5           # GPa s, low-stress viscosity
flow_volume = 0.3           # nm^3, Eyring activation volume
reaction_volume = 0.01      # nm^3, activation volume of the reaction
surface_tension = 0.3       # N/m
toughness = 0.75e6          # Pa m^0.5


def outer_radius(inner):
    return np.sqrt(inner**2 + expansion * (initial_radius**2 - inner**2))


b = outer_radius(a)
C = (expansion - 1) * a * recession
p_formula = 2 * k * np.log(b / a)
thermal = Boltzmann * (celsius + zero_Celsius)             # J
eyring_stress = 2 * thermal / (flow_volume * 1e-27) / 1e9  # GPa

# The outer surface must move with the velocity field C/r
dt = 1e-2
outer_speed = (outer_radius(a - recession * dt)
               - outer_radius(a + recession * dt)) / (2 * dt)
assert abs(outer_speed / (C / b) - 1) < 1e-6


def stress_difference(radius, strength, law):
    """Hoop minus radial stress from a differentiated Cartesian flow field."""
    radial = np.array([np.cos(0.7), np.sin(0.7)])
    hoop = np.array([-radial[1], radial[0]])
    point, step = radius * radial, 1e-4 * radius
    gradient = np.zeros((2, 2))
    for j in range(2):
        shift = np.zeros(2)
        shift[j] = step
        plus, minus = point + shift, point - shift
        gradient[:, j] = strength * (plus / (plus @ plus)
                                     - minus / (minus @ minus)) / (2 * step)
    rate = (gradient + gradient.T) / 2
    shear_rate = np.sqrt(2 * np.sum(rate**2))
    deviator = 2 * law(shear_rate) * rate / shear_rate
    return hoop @ deviator @ hoop - radial @ deviator @ radial


def interface_pressure(strength, law, interface=a, free=b):
    """Integrate radial equilibrium from the interface to the free surface."""
    return quad(lambda r: stress_difference(r, strength, law) / r,
                interface, free, epsabs=1e-10, epsrel=1e-8)[0]


def plastic(shear_rate):
    return k


def newtonian(shear_rate):
    return viscosity * shear_rate


def eyring(shear_rate):
    return eyring_stress * np.arcsinh(viscosity * shear_rate / eyring_stress)


# Plastic pressure ignores the rate; Newtonian pressure is proportional to it
p_slow = interface_pressure(C, plastic)
p_fast = interface_pressure(1000 * C, plastic)
assert abs(p_slow / p_formula - 1) < 1e-6
assert abs(p_fast / p_formula - 1) < 1e-6
p_newton = interface_pressure(C, newtonian)
assert abs(p_newton / (2 * viscosity * C * (1/a**2 - 1/b**2)) - 1) < 1e-6
assert abs(interface_pressure(1000 * C, newtonian) / p_newton - 1000) < 1e-2
# Oxide lining a hole: interface outside, free surface inside, inward flow
p_hole = interface_pressure(-C, plastic, interface=b, free=a)
assert abs(p_hole / (2 * k * np.log(b / a)) - 1) < 1e-6


def finite_element_shell(elements, steps=160, final_strain=0.4):
    """Expand an elastic-plastic von Mises shell in plane strain.

    Geometry is held fixed, so the saturated pressure is the limit load.
    Returns first-step pressure, final pressure and final axial force.
    """
    nodes = np.linspace(a, b, elements + 1)
    h = nodes[1] - nodes[0]
    middle = (nodes[1:] + nodes[:-1]) / 2
    weight = middle * h
    B = np.zeros((elements, 3, 2))          # radial, hoop, axial strain
    B[:, 0, 0], B[:, 0, 1] = -1 / h, 1 / h
    B[:, 1, 0] = B[:, 1, 1] = 0.5 / middle
    ones = np.ones((3, 3))
    project = np.eye(3) - ones / 3
    u = np.zeros(elements + 1)
    plastic_strain = np.zeros((elements, 3))
    limit = np.sqrt(2) * k
    pairs = np.column_stack([np.arange(elements), np.arange(1, elements + 1)])
    history = []
    for _ in range(steps):
        u = u + final_strain * a / steps * a / nodes
        converged = False
        for _ in range(40):
            strain = np.einsum('eij,ej->ei', B, u[pairs])
            trial = 2 * shear_modulus * (strain @ project - plastic_strain)
            size = np.linalg.norm(trial, axis=1) + 1e-300
            factor = np.minimum(1.0, limit / size)
            normal = trial / size[:, None]
            deviator = factor[:, None] * trial
            stress = deviator + bulk_modulus * strain.sum(axis=1)[:, None]
            yielding = (factor < 1).astype(float)
            tangent = (bulk_modulus * ones + 2 * shear_modulus
                       * factor[:, None, None]
                       * (project - yielding[:, None, None]
                          * normal[:, :, None] * normal[:, None, :]))
            local_force = np.einsum('eij,ei,e->ej', B, stress, weight)
            local_matrix = np.einsum('eki,ekl,elj,e->eij',
                                     B, tangent, B, weight)
            force = np.zeros(elements + 1)
            np.add.at(force, pairs, local_force)
            if np.max(np.abs(force[1:])) < 1e-8:
                converged = True
                break
            matrix = np.zeros((elements + 1, elements + 1))
            np.add.at(matrix, (pairs[:, :, None], pairs[:, None, :]),
                      local_matrix)
            u[1:] -= np.linalg.solve(matrix[1:, 1:], force[1:])
        assert converged
        plastic_strain = plastic_strain + (trial - deviator) / (
            2 * shear_modulus)
        history.append(force[0] / a)
    axial_force = 2 * np.pi * np.sum(stress[:, 2] * weight)
    return history[0], history[-1], axial_force


p_early, p_coarse, _ = finite_element_shell(30)
_, p_fine, axial_force = finite_element_shell(60)
assert p_early < 0.5 * p_formula            # not yet yielded: lower pressure
assert abs(p_fine / p_formula - 1) < 2e-3   # mesh and residual elastic error
assert abs(axial_force / (np.pi * a**2 * p_formula) - 1) < 1e-2

# Growth history: each ring is born free of shear stress, then stretched
births = np.linspace(a, initial_radius, 40001)
ring_areas = expansion * np.diff(births**2)
edges = np.sqrt(a**2 + np.concatenate([[0.0], np.cumsum(ring_areas)]))
assert abs(edges[-1] / b - 1) < 1e-10
ring_radius = (edges[1:] + edges[:-1]) / 2
birth_radius = (births[1:] + births[:-1]) / 2
elastic_difference = 4 * shear_modulus * np.log(ring_radius / birth_radius)
p_history = np.sum(np.minimum(2 * k, elastic_difference)
                   * np.log(edges[1:] / edges[:-1]))
layer = ring_radius[elastic_difference < 2 * k].max() - a
layer_estimate = expansion * a * k / (2 * shear_modulus * (expansion - 1))
deficit = p_formula - p_history
deficit_estimate = k * layer_estimate / a
assert abs(layer / layer_estimate - 1) < 0.05       # first-order estimates
assert abs(deficit / deficit_estimate - 1) < 0.05

# Eyring flow: residual, logarithmic dependence on rate
p_eyring = [interface_pressure(f * C, eyring) for f in (0.1, 1.0, 10.0)]
decade_slope = 2 * eyring_stress * np.log(10) * np.log(b / a)
assert abs((p_eyring[2] - p_eyring[1]) / decade_slope - 1) < 1e-2

hoop_outer = 2 * k
hoop_inner = 2 * k - p_formula
flaw = (toughness / (1.12 * hoop_outer * 1e9))**2 / np.pi * 1e9
reaction_factor = np.exp(-p_formula * 1e9 * reaction_volume * 1e-27 / thermal)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Initial silicon radius", initial_radius, "nm")
show("Interface radius a", a, "nm")
show("Oxide/silicon volume ratio", expansion)
show("Outer radius b", b, "nm")
show("Shell thickness", b - a, "nm")
show("ln(b/a)", np.log(b / a))
show("Shear yield stress k", k, "GPa")
show("Temperature", celsius, "deg C")
show("Interface recession speed", recession, "nm/s")
show("Flow strength C", C, "nm^2/s")
show("Shear rate at a", 2 * C / a**2, "1/s")
show("Shear rate at b", 2 * C / b**2, "1/s")
show("Interface pressure, formula", p_formula, "GPa", 5)
show("Pressure from flow field, given rate", p_slow, "GPa", 5)
show("Pressure from flow field, 1000 x rate", p_fast, "GPa", 5)
show("Pressure for oxide lining a hole, radii swapped", p_hole, "GPa", 5)
show("Hoop stress at a", hoop_inner, "GPa")
show("Hoop stress at b", hoop_outer, "GPa")
show("Finite elements, early pressure", p_early, "GPa")
show("Finite elements, 30 elements, saturated", p_coarse, "GPa", 6)
show("Finite elements, 60 elements, saturated", p_fine, "GPa", 6)
show("Shift from mesh doubling", p_fine - p_coarse, "GPa", 2)
show("Axial force / (pi a^2 p), finite elements",
     axial_force / (np.pi * a**2 * p_formula))
show("Low-stress viscosity", viscosity * 1e9, "Pa s")
show("Newtonian pressure at that viscosity", p_newton, "GPa")
show("Eyring activation volume", flow_volume, "nm^3")
show("Eyring stress scale", eyring_stress, "GPa")
show("Eyring shear stress at a", eyring(2 * C / a**2), "GPa")
show("Eyring shear stress at b", eyring(2 * C / b**2), "GPa")
show("Eyring pressure, 0.1 x rate", p_eyring[0], "GPa")
show("Eyring pressure, given rate", p_eyring[1], "GPa")
show("Eyring pressure, 10 x rate", p_eyring[2], "GPa")
show("Eyring pressure change per decade, formula", decade_slope, "GPa")
show("Oxide shear modulus", shear_modulus, "GPa")
show("Elastic layer thickness, growth history", layer, "nm", 3)
show("Elastic layer thickness, estimate", layer_estimate, "nm", 3)
show("Pressure deficit, growth history", deficit, "GPa", 3)
show("Pressure deficit, estimate", deficit_estimate, "GPa", 3)
show("Oxide bulk modulus", bulk_modulus, "GPa")
show("Volume strain scale p/K", 100 * p_formula / bulk_modulus, "%", 2)
show("Surface tension", surface_tension, "N/m")
show("Surface-tension pressure at b", surface_tension / b * 1e3, "MPa", 2)
show("Fracture toughness", toughness / 1e6, "MPa m^0.5")
show("Critical surface flaw at outer hoop stress", flaw, "nm", 2)
show("Reaction activation volume", reaction_volume, "nm^3")
show("Reaction-rate factor due to p", reaction_factor, "", 3)
print("PASS")
```

Output:

```
Initial silicon radius: 50 nm
Interface radius a: 30 nm
Oxide/silicon volume ratio: 2.25
Outer radius b: 67.08 nm
Shell thickness: 37.08 nm
ln(b/a): 0.8047
Shear yield stress k: 0.7 GPa
Temperature: 900 deg C
Interface recession speed: 0.01 nm/s
Flow strength C: 0.375 nm^2/s
Shear rate at a: 0.0008333 1/s
Shear rate at b: 0.0001667 1/s
Interface pressure, formula: 1.1266 GPa
Pressure from flow field, given rate: 1.1266 GPa
Pressure from flow field, 1000 x rate: 1.1266 GPa
Pressure for oxide lining a hole, radii swapped: 1.1266 GPa
Hoop stress at a: 0.2734 GPa
Hoop stress at b: 1.4 GPa
Finite elements, early pressure: 0.1096 GPa
Finite elements, 30 elements, saturated: 1.12676 GPa
Finite elements, 60 elements, saturated: 1.12665 GPa
Shift from mesh doubling: -0.00012 GPa
Axial force / (pi a^2 p), finite elements: 0.9965
Low-stress viscosity: 1e+14 Pa s
Newtonian pressure at that viscosity: 66.67 GPa
Eyring activation volume: 0.3 nm^3
Eyring stress scale: 0.108 GPa
Eyring shear stress at a: 0.7928 GPa
Eyring shear stress at b: 0.619 GPa
Eyring pressure, 0.1 x rate: 0.736 GPa
Eyring pressure, given rate: 1.136 GPa
Eyring pressure, 10 x rate: 1.536 GPa
Eyring pressure change per decade, formula: 0.4002 GPa
Oxide shear modulus: 31 GPa
Elastic layer thickness, growth history: 0.621 nm
Elastic layer thickness, estimate: 0.61 nm
Pressure deficit, growth history: 0.0143 GPa
Pressure deficit, estimate: 0.0142 GPa
Oxide bulk modulus: 37 GPa
Volume strain scale p/K: 3 %
Surface tension: 0.3 N/m
Surface-tension pressure at b: 4.5 MPa
Fracture toughness: 0.75 MPa m^0.5
Critical surface flaw at outer hoop stress: 73 nm
Reaction activation volume: 0.01 nm^3
Reaction-rate factor due to p: 0.499
PASS
```
